# GGA Pauli Potential at a Nuclear Cusp: the 1/r Term and Positivity: a program that tests the result

```python
# GGA Pauli potential at a nuclear cusp (hartree atomic units, unpolarized density n).
# T = int (3/10) k^2 n F(s) d3r, k=(3 pi^2 n)^(1/3), s=|grad n|/(2kn), F = F_total - 5 s^2/3.
# Spherical cusp n'/n -> -2Z:  v = a/r + c0,  a = 3 Z F'(s0)/(10 s0),  s0 = Z/k(0),
#   c0 = Z^2 [F/(2 s0^2) - 0.7 F'/s0 + F''(0.3 - 9 Lam/(40 Z^2))],  Lam = (ln n)''(0).
# Cusp n = n0(1 - 2Zr + b.r), beta=|b|/2Z, q=sqrt(1-2 beta c+beta^2), c=cos(theta), s=s0 q:
#   a(theta) = (3Z/20)[(F'/s)(2 - sin2g) + F'' sin2g],  sin2g = beta^2 (1-c^2)/q^2.
# Independent road: complex-step variation of T along eta = exp(-r/w) P_l(c), w -> 0.
import numpy as np, sympy as sp
from numpy.polynomial.legendre import Legendre, leggauss, legvander
from scipy.linalg import eigh, solve
from scipy.optimize import brentq
from scipy.integrate import dblquad
from scipy.special import zeta
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc

pi = np.pi
EV = pc['Hartree energy in eV'][0]; ANG = pc['Bohr radius'][0]*1e10
kF = lambda n: (3*pi**2*n)**(1/3)
S_, M_ = sp.symbols('s mu', positive=True)
def vt84f(m):
    al = m - sp.Rational(40, 27)
    return 1 - m*S_**2*sp.exp(-al*S_**2)/(1+m*S_**2) + (1-sp.exp(-al*S_**4))*(1/S_**2-1)
exprs = {'TFvW': (sp.Integer(1), 'GGA_K_TFVW'),
         'GE2': (1 + (sp.Rational(5, 27)-sp.Rational(5, 3))*S_**2, 'GGA_K_GE2'),
         'APBEK': (1.804 - 0.804/(1+0.23889*S_**2/0.804) - 5*S_**2/3, 'GGA_K_APBE'),
         'LKT': (1/sp.cosh(1.3*S_), 'GGA_K_LKT'),
         'VT84F': (vt84f(2.778), 'GGA_K_VT84F')}
def num(e):
    f = sp.lambdify(S_, e, 'numpy')
    return lambda s: f(s) + 0*s
FUN = {}
for name, (e, xc) in exprs.items():
    FUN[name] = tuple(num(sp.diff(e, S_, j)) for j in range(3))
    st = np.array([0.2, 0.38, 0.6, 1.1]); rho = np.zeros((4, 4)); rho[0] = 1; rho[3] = 2*kF(1.0)*st
    lib = libxc.eval_xc(xc, rho, spin=0, deriv=1)[0]/(0.3*kF(1.0)**2)
    assert np.allclose(lib, FUN[name][0](st) + 5*st**2/3, atol=1e-4), name

tau = lambda F, n, g: 0.3*kF(n)**2*n*F(g/(2*kF(n)*n))
a_form = lambda f, Z, s0: 0.3*Z*f[1](s0)/s0
c_form = lambda f, Z, s0, Lam: Z*Z*(f[0](s0)/(2*s0*s0) - 0.7*f[1](s0)/s0 + f[2](s0)*(0.3-9*Lam/(40*Z*Z)))
def v_radial(f, dens, r):
    n, n1, n2 = dens(r); k = kF(n); s = -n1/(2*k*n)
    k1 = k*n1/(3*n); s1 = s*(n2/n1 - 4*n1/(3*n))
    return k*k*(f[0](s)/2 - 0.4*s*f[1](s)) + 0.3*k*f[1](s)/r + 0.15*(k1*f[1](s) + k*f[2](s)*s1)
tq, tw = leggauss(90); tq = 20*(tq+1); tw = 20*tw; H = 1e-20
TS = np.linspace(0.001, 0.005, 6)
def variation(F, dens, w):
    r = w*tq; n, n1, _ = dens(r); eta = np.exp(-tq)
    return np.sum(w*tw*r*r*tau(F, n+1j*H*eta, -(n1-1j*H*eta/w)).imag)/H/w**2
def from_definition(F, dens, Z):
    p = np.polyfit(TS*1e3, [variation(F, dens, t/Z) for t in TS], 4)
    return p[-1], p[-2]*1e3*Z/2

# radial Galerkin solver, u = r R expanded in P_k - P_{k+2}, r = L(1+x)/(1-x+al)
NB, L, RMAX = 64, 1.0, 30.0; al = 2*L/RMAX
x, wq = leggauss(230); rg = L*(1+x)/(1-x+al); rp = L*(2+al)/(1-x+al)**2; wr = wq*rp
kk = np.arange(NB); Vd = legvander(x, NB+1)
chi = Vd[:, :NB] - Vd[:, 2:NB+2]; dchi = -(2*kk+3)*Vd[:, 1:NB+1]
mat = lambda v: chi.T @ ((wr*v)[:, None]*chi)
Sm = mat(np.ones_like(rg)); Tm = 0.5*dchi.T @ ((wq/rp)[:, None]*dchi); Cm = mat(0.5/rg**2)
def over_r(c):
    d = np.zeros(NB+1); d[1:] = c*(2*kk+3)/((kk+1)*(kk+2))
    P = Legendre(d).deriv()*Legendre([1, -1])*Legendre([1+al, -1])/L
    P1, P2 = P.deriv(), P.deriv(2)
    def ev(r):
        y = (r*(1+al)-L)/(L+r); y1 = L*(2+al)/(L+r)**2; y2 = -2*y1/(L+r)
        return P(y), P1(y)*y1, P2(y)*y1*y1 + P1(y)*y2
    return ev
e, c = eigh(Tm + mat(-10/rg), Sm, subset_by_index=[0, 2])
for j in range(3):
    assert abs(e[j] + 50/(j+1)**2) < 1e-6
    assert abs(over_r(c[:, j])(0.0)[0]**2*(j+1)**3/4000 - 1) < 1e-5
def atom(Z, occ):
    vs = (Z-1)*(1 - 1/(1+0.6*rg*Z**(1/3))**2)/rg
    for it in range(500):
        orbs = []; rad = np.zeros_like(rg); T = 0; Vm = mat(vs - Z/rg)
        for l, fs in occ.items():
            K = Tm + l*(l+1)*Cm
            e, c = eigh(K + Vm, Sm, subset_by_index=[0, len(fs)-1])
            for j, f in enumerate(fs):
                orbs.append((l, f, e[j], c[:, j])); rad += f*(chi @ c[:, j])**2; T += f*c[:, j] @ K @ c[:, j]
        ch = solve(2*Tm, chi.T @ (wr*rad/rg), assume_a='pos')
        vh = Z/RMAX + chi @ ch/rg; vx = -kF(rad/(4*pi*rg**2))/pi
        res = np.sum(wr*rad*np.abs(vh+vx-vs))
        if res < 1e-9: break
        vs += 0.3*(vh+vx-vs)
    assert res < 1e-6
    V = np.sum(wr*rad*(-Z/rg + vh/2 + 0.75*vx))
    assert abs(2*T + V) < 1e-6*T
    return [(l, f, e, over_r(c)) for l, f, e, c in orbs], over_r(ch), T+V

sst = (6*pi)**(-1/3)
print(f"s* (1s^2 density) = {sst:.6f}; s0 (all unscreened shells) = {(6*pi*zeta(3))**(-1/3):.6f}")
print(f"1 hartree bohr = {EV*ANG:.5f} eV Angstrom; 10 s*/3 = {10*sst/3:.5f}")
for name, f in FUN.items():
    print(f"{name} at s*: F={f[0](sst):.5f} F'={f[1](sst):.5f} F''={f[2](sst):.5f} a/Z={a_form(f,1,sst):.5f}")
dF = sp.lambdify((S_, M_), sp.diff(vt84f(M_), S_), 'numpy')
mu0 = brentq(lambda m: dF(sst, m), 2.0, 3.5); sz = brentq(FUN['VT84F'][1], 0.3, 0.45)
assert abs(mu0 - 2.778) < 0.01
print(f"VT84F form: F'(s*)=0 at mu={mu0:.4f}; with mu=2.778 F' vanishes at s_zero={sz:.5f}")

for sym, Z, occ in [('Be', 4, {0: [2, 2]}), ('Ne', 10, {0: [2, 2], 1: [6]}), ('Ar', 18, {0: [2, 2, 2], 1: [6, 6]})]:
    orbs, vh, E = atom(Z, occ); eH = max(o[2] for o in orbs)
    def dens(r):
        n = n1 = n2 = 0
        for l, f, e, ev in orbs:
            R, R1, R2 = ev(r); n = n+f*R*R; n1 = n1+2*f*R*R1; n2 = n2+2*f*(R1*R1+R*R2)
        return n/(4*pi), n1/(4*pi), n2/(4*pi)
    def ks_orbital(r):
        n, n1, _ = dens(r); t = -n1*n1/(8*n)
        for l, f, e, ev in orbs:
            R, R1, _ = ev(r); ang = (R/r)**2 if r > 0 else R1**2
            t += f/(4*pi)*(0.5*(R1*R1 + l*(l+1)*ang) + (eH-e)*R*R)
        return t/n
    def ks_inverted(r):
        n, n1, n2 = dens(r)
        return eH - (-Z/r + Z/RMAX + vh(r)[0] - kF(n)/pi) - (n1*n1/(8*n*n) - (n2+2*n1/r)/(4*n))
    n0, n1, n2 = dens(0.0); cusp = -n1/(2*n0); Lam = n2/n0 - (n1/n0)**2; s0 = Z/kF(n0)
    assert abs(cusp/Z - 1) < 1e-4 and (6*pi*zeta(3))**(-1/3) < s0
    v0 = ks_orbital(0.0); assert v0 > 0
    for r in (0.01, 0.1, 0.5):
        assert abs(ks_inverted(r)/ks_orbital(r) - 1) < 1e-3
    assert abs(1e-4*(ks_inverted(1e-4) - v0)) < 1e-4*Z
    print(f"{sym} Z={Z}: E={E:.5f} Ha, eps_H={eH:.5f} Ha, n0={n0:.4f} bohr^-3, -n'/2n={cusp:.5f} bohr^-1")
    print(f"  k0={kF(n0):.4f} bohr^-1, s0={s0:.5f}, Lam/Z^2={Lam/Z**2:.4f}, KS v_theta(0)={v0:.3f} Ha")
    for name, f in FUN.items():
        a, c0 = a_form(f, Z, s0), c_form(f, Z, s0, Lam); ad, cd = from_definition(f[0], dens, Z)
        assert abs(a-ad) < 1e-4*Z and abs(c0-cd) < 2e-3*Z*Z, (sym, name)
        w = 0.05/Z; strong = np.sum(tw*w*(w*tq)**2*np.exp(-tq)*v_radial(f, dens, w*tq))/w**2
        assert abs(strong - variation(f[0], dens, w)) < 1e-7*Z
        txt = ''
        if a < -1e-9:
            rr = np.geomspace(1e-5, 2, 600)/Z; vv = v_radial(f, dens, rr); assert vv[0] < 0
            j = int(np.argmax(vv > 0))
            if j > 0:
                txt = f" v<0 to r={brentq(lambda r: v_radial(f, dens, r), rr[j-1], rr[j]):.5f} bohr"
        print(f"  {name}: F'={f[1](s0):.4f} F''={f[2](s0):.4f} a={a:.4f} (def {ad:.4f}) Ha bohr, c0={c0:.2f} (def {cd:.2f}) Ha{txt}")
        if name == 'GE2': assert abs(ad + 8*Z/9) < 1e-4*Z
        if name == 'VT84F':
            lin = 0.3*Z*(f[1](sst)/sst + (f[2](sst)/sst - f[1](sst)/sst**2)*(s0-sst))
            assert abs(lin-ad) < Z*(15*(s0-sst)**2 + 1e-4) and ad*(s0-sz) > 0
            print(f"  VT84F a linearized about s*: {lin:.4f} Ha bohr")
    if sym == 'Ne':
        print("  Ne a in eV Angstrom: " + ", ".join(f"{m} {a_form(f,Z,s0)*EV*ANG:.2f}" for m, f in FUN.items()))
        f = FUN['LKT']; a1, c1 = from_definition(f[0], dens, Z)
        a2, c2 = from_definition(lambda s: f[0](s) + 5*(s-s0)**2, dens, Z)
        shift = 10*Z*Z*(0.3 - 9*Lam/(40*Z*Z))
        assert abs(a2-a1) < 1e-4*Z and abs(c2-c1-shift) < 2e-3*Z*Z
        print(f"  LKT+5(s-s0)^2: change of a={a2-a1:.1e} Ha bohr, of c0={c2-c1:.2f} (formula {shift:.2f}) Ha")

# two-centre two-electron model, partner nucleus on +z
cq, cw = leggauss(48); sq = np.sqrt(1-cq**2)
def model(z, R):
    A = z**3/(pi*(1 + np.exp(-z*R)*(1 + z*R + (z*R)**2/3)))
    be = np.exp(-z*R); kap = z/(1+be); n0 = A*(1+be)**2
    return A, be, kap, n0, kap/kF(n0)
def moment_def(F, z, R, l):
    A, be, kap = model(z, R)[:3]; P = Legendre.basis(l); out = []
    for t in TS:
        w = t/kap; r = (w*tq)[:, None]; d = np.sqrt(r*r - 2*r*R*cq + R*R)
        ea, eb = np.exp(-z*r), np.exp(-z*d); ph = ea+eb; ex = np.exp(-r/w)
        gr = -2*A*ph*z*(ea + eb*(r-R*cq)/d) - 1j*H*ex*P(cq)/w
        gt = -2*A*ph*z*eb*R*sq/d - 1j*H*ex*sq*P.deriv()(cq)/r
        im = tau(F, A*ph*ph + 1j*H*ex*P(cq), np.sqrt(gr*gr+gt*gt)).imag/H
        out.append(np.sum((w*tw)[:, None]*r*r*cw*im)/w**2)
    return (2*l+1)/2*np.polyfit(TS*1e3, out, 4)[-1]
def a_dir(f, kap, be, s0, c):
    q2 = 1 - 2*be*c + be*be; s = s0*np.sqrt(q2); s2 = be*be*(1-c*c)/q2
    return 0.15*kap*(f[1](s)/s*(2-s2) + f[2](s)*s2)
z, R = 1.2, 1.4; A, be, kap, n0, s0 = model(z, R)
nel = dblquad(lambda y, u: 2*pi*(R/2)**3*(u*u-y*y)*A*(np.exp(-z*R*(u+y)/2)+np.exp(-z*R*(u-y)/2))**2,
              1, 40, -1, 1)[0]
assert abs(nel-2) < 1e-6
print(f"model zeta={z} bohr^-1 R={R} bohr: beta={be:.5f} kappa={kap:.5f} bohr^-1 n0={n0:.5f} bohr^-3 s0={s0:.5f}")
for name in ('GE2', 'LKT', 'VT84F'):
    f = FUN[name]; ac = a_dir(f, kap, be, s0, cq); mom = []
    for l in range(4):
        mf = (2*l+1)/2*np.sum(cw*ac*Legendre.basis(l)(cq)); md = moment_def(f[0], z, R, l)
        assert abs(mf-md) < 1e-6; mom.append(md)
    q = np.sqrt(1-2*be*cq+be*be); mean = 0.15*kap/s0*np.sum(cw*f[1](s0*q)*(1-be*cq)/q)
    assert abs(mean-mom[0]) < 1e-6
    print(f"  {name} Legendre a_0..a_3 (def): " + " ".join(f"{m:.5f}" for m in mom) + " Ha bohr")
    A5, b5, k5, n5, s5 = model(z, 5.0); first = -0.3*k5*b5*(f[2](s5) - f[1](s5)/s5)
    assert abs(moment_def(f[0], z, 5.0, 1) - first) < 1e-3*abs(first) + 1e-7
f = FUN['VT84F']
for deg in (0, 90, 180):
    c = np.cos(np.radians(deg)); q = np.sqrt(1-2*be*c+be*be); s = s0*q
    print(f"  VT84F theta={deg} deg: s={s:.5f} sin2g={be*be*(1-c*c)/q**2:.5f} F'={f[1](s):.4f} F''={f[2](s):.4f} a={a_dir(f,kap,be,s0,c):.5f} Ha bohr")
assert a_dir(f, kap, be, s0, 1.0) < 0 < a_dir(f, kap, be, s0, -1.0)
th0 = np.degrees(np.arccos(brentq(lambda c: a_dir(f, kap, be, s0, c), -1, 1)))
print(f"  VT84F a<0 for theta<{th0:.2f} deg; spherical formula a={a_form(f,kap,s0):.5f} Ha bohr")
print(f"  VT84F at s0: F'={f[1](s0):.4f} F''={f[2](s0):.4f}; first-order a_1={-0.3*kap*be*(f[2](s0)-f[1](s0)/s0):.5f} Ha bohr")
print("finished without a failed check")
```

Printed output:

```
s* (1s^2 density) = 0.375751; s0 (all unscreened shells) = 0.353393
1 hartree bohr = 14.39965 eV Angstrom; 10 s*/3 = 1.25250
TFvW at s*: F=1.00000 F'=0.00000 F''=0.00000 a/Z=0.00000
GE2 at s*: F=0.79083 F'=-1.11333 F''=-2.96296 a/Z=-0.88889
APBEK at s*: F=0.79706 F'=-1.08714 F''=-2.96413 a/Z=-0.86798
LKT at s*: F=0.89151 F'=-0.52502 F''=-0.88828 a/Z=-0.41917
VT84F at s*: F=0.92060 F'=0.00066 F''=2.47267 a/Z=0.00053
VT84F form: F'(s*)=0 at mu=2.7770; with mu=2.778 F' vanishes at s_zero=0.37548
Be Z=4: E=-14.22329 Ha, eps_H=-0.17003 Ha, n0=34.7001 bohr^-3, -n'/2n=4.00000 bohr^-1
  k0=10.0906 bohr^-1, s0=0.39641, Lam/Z^2=0.0622, KS v_theta(0)=3.482 Ha
  TFvW: F'=0.0000 F''=0.0000 a=0.0000 (def 0.0000) Ha bohr, c0=50.91 (def 50.91) Ha
  GE2: F'=-1.1745 F''=-2.9630 a=-3.5556 (def -3.5556) Ha bohr, c0=58.68 (def 58.68) Ha v<0 to r=0.08952 bohr
  APBEK: F'=-1.1485 F''=-2.9750 a=-3.4767 (def -3.4767) Ha bohr, c0=58.24 (def 58.24) Ha v<0 to r=0.08790 bohr
  LKT: F'=-0.5427 F''=-0.8191 a=-1.6427 (def -1.6427) Ha bohr, c0=56.41 (def 56.41) Ha v<0 to r=0.03427 bohr
  VT84F: F'=0.0508 F''=2.3671 a=0.1537 (def 0.1537) Ha bohr, c0=56.29 (def 56.29) Ha
  VT84F a linearized about s*: 0.1651 Ha bohr
Ne Z=10: E=-127.49074 Ha, eps_H=-0.44306 Ha, n0=614.2304 bohr^-3, -n'/2n=10.00000 bohr^-1
  k0=26.2977 bohr^-1, s0=0.38026, Lam/Z^2=0.0296, KS v_theta(0)=29.194 Ha
  TFvW: F'=0.0000 F''=0.0000 a=0.0000 (def 0.0000) Ha bohr, c0=345.78 (def 345.78) Ha
  GE2: F'=-1.1267 F''=-2.9630 a=-8.8889 (def -8.8889) Ha bohr, c0=392.20 (def 392.20) Ha v<0 to r=0.03278 bohr
  APBEK: F'=-1.1005 F''=-2.9665 a=-8.6823 (def -8.6823) Ha bohr, c0=389.47 (def 389.47) Ha v<0 to r=0.03211 bohr
  LKT: F'=-0.5290 F''=-0.8732 a=-4.1734 (def -4.1734) Ha bohr, c0=379.21 (def 379.21) Ha v<0 to r=0.01284 bohr
  VT84F: F'=0.0118 F''=2.4557 a=0.0929 (def 0.0929) Ha bohr, c0=388.21 (def 388.21) Ha
  VT84F a linearized about s*: 0.0943 Ha bohr
  Ne a in eV Angstrom: TFvW 0.00, GE2 -128.00, APBEK -125.02, LKT -60.09, VT84F 1.34
  LKT+5(s-s0)^2: change of a=6.5e-08 Ha bohr, of c0=293.34 (formula 293.34) Ha
Ar Z=18: E=-524.51743 Ha, eps_H=-0.33380 Ha, n0=3818.6896 bohr^-3, -n'/2n=18.00000 bohr^-1
  k0=48.3554 bohr^-1, s0=0.37224, Lam/Z^2=0.0177, KS v_theta(0)=111.786 Ha
  TFvW: F'=0.0000 F''=0.0000 a=0.0000 (def 0.0000) Ha bohr, c0=1169.12 (def 1169.12) Ha
  GE2: F'=-1.1029 F''=-2.9630 a=-16.0000 (def -16.0000) Ha bohr, c0=1316.94 (def 1316.94) Ha v<0 to r=0.01730 bohr
  APBEK: F'=-1.0767 F''=-2.9623 a=-15.6200 (def -15.6200) Ha bohr, c0=1308.21 (def 1308.21) Ha v<0 to r=0.01693 bohr
  LKT: F'=-0.5219 F''=-0.9000 a=-7.5707 (def -7.5707) Ha bohr, c0=1276.08 (def 1276.08) Ha v<0 to r=0.00689 bohr
  VT84F: F'=-0.0080 F''=2.4835 a=-0.1165 (def -0.1165) Ha bohr, c0=1319.39 (def 1319.39) Ha v<0 to r=0.00009 bohr
  VT84F a linearized about s*: -0.1150 Ha bohr
model zeta=1.2 bohr^-1 R=1.4 bohr: beta=0.18637 kappa=1.01149 bohr^-1 n0=0.46224 bohr^-3 s0=0.42286
  GE2 Legendre a_0..a_3 (def): -0.89910 0.00000 -0.00000 -0.00000 Ha bohr
  LKT Legendre a_0..a_3 (def): -0.39956 -0.03352 -0.00346 -0.00020 Ha bohr
  VT84F Legendre a_0..a_3 (def): 0.07770 -0.09774 -0.04059 -0.00761 Ha bohr
  VT84F theta=0 deg: s=0.34405 sin2g=0.00000 F'=-0.0785 F''=2.4922 a=-0.06923 Ha bohr
  VT84F theta=90 deg: s=0.43014 sin2g=0.03357 F'=0.1257 F''=2.0494 a=0.09766 Ha bohr
  VT84F theta=180 deg: s=0.50167 sin2g=0.00000 F'=0.2342 F''=0.8867 a=0.14163 Ha bohr
  VT84F a<0 for theta<44.92 deg; spherical formula a=0.07931 Ha bohr
  VT84F at s0: F'=0.1105 F''=2.1323; first-order a_1=-0.10581 Ha bohr
finished without a failed check
```
